# Split-off mixing and optical anisotropy in biaxially tensile germanium

## Result

Take bulk germanium stretched equally along \(x\) and \(y\) in the (001) plane, with the surface normal \(z\) free of stress. Let \(\Delta\) be the spin-orbit splitting of the valence band and \(s\) the strain energy defined below, which is positive for tension. For direct transitions at the zone centre, the top valence band has the ratio of out-of-plane to in-plane optical strength

\[
R=\frac{S_z}{S_x}=\frac14\left[1+9x+3\sqrt{1+2x+9x^2}\right]^2,\qquad x=\frac{s}{\Delta}.
\]

As \(x\to0^+\) this tends to 4, the value for a light-hole state with no split-off admixture. For \(x>0\) both the linear term and the square root in the bracket grow with \(x\), so \(R\) exceeds 4 at any tensile strain and rises steadily with it.

The strength \(S_i\) is the squared matrix element of the momentum component \(p_i\) between the valence state and the \(\Gamma\) conduction band, summed over conduction spin and averaged over the valence Kramers pair. The result is derived twice, first from the mixed wavefunction and then from the energy of the level alone.

## The common model

**Strain.** Let \(e>0\) be the in-plane strain and \(e_{zz}\) the normal strain. The free surface requires \(C_{11}e_{zz}+2C_{12}e=0\), so

\[
e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .
\]

The valence states at \(\Gamma\) are built from orbitals \(X,Y,Z\), which transform like the coordinates. With no shear strain, cubic symmetry allows orbital \(X\) the linear shift \(l\,e_{xx}+m(e_{yy}+e_{zz})\), and likewise for the others. Removing the part common to all three leaves

\[
\delta E_j=3b\left(e_{jj}-\tfrac13\mathrm{Tr}\,e\right),\qquad 3b=l-m .
\]

Since \(\mathrm{Tr}\,e=2e+e_{zz}\),

\[
\delta E_Z=2b(e_{zz}-e)=2s,\qquad \delta E_X=\delta E_Y=-s,\qquad s=b(e_{zz}-e).
\]

Energies are electron energies. In germanium \(b<0\), and under tension \(e_{zz}-e<0\), so \(s>0\) and the \(Z\) orbital rises.

**Spin-orbit coupling.** This is \((2\Delta/3)\,\mathbf L\cdot\mathbf S\) with \(L=1\), in units where \(\hbar=1\); in this paragraph \(\mathbf S\) and its components denote the electron spin, not optical strengths. It puts the \(J=3/2\) states at \(\Delta/3\) and the \(J=1/2\) states at \(-2\Delta/3\). Both it and the strain term conserve \(J_z\). For \(J_z=1/2\) there are two basis states, \(Z\uparrow\) and \(|{+1}\rangle\downarrow\), where \(|{+1}\rangle=-(X+iY)/\sqrt2\). The diagonal values of \(L_zS_z\) are \(0\) and \(-1/2\), and \(\tfrac12L_+S_-\), with its conjugate, couples the two by \(\sqrt2/2\). Hence

\[
H=\begin{pmatrix}2s & \sqrt2\Delta/3\\ \sqrt2\Delta/3 & -s-\Delta/3\end{pmatrix}.
\]

The sector \(J_z=-1/2\) is its time-reversed partner, with the same energies and strengths. The heavy-hole state \(|{+1}\rangle\uparrow\) stands alone in its sector, at \(E_{hh}=\Delta/3-s\).

**Optical strengths.** The conduction state \(S\) is invariant under the tetrahedral group about an atom. A half turn about \(x\) leaves \(S\) and \(p_x\) unchanged but reverses \(Y\) and \(Z\), so \(\langle S|p_x|Y\rangle=\langle S|p_x|Z\rangle=0\). The other axes follow in the same way, and the threefold rotations make the surviving elements equal:

\[
\langle S|p_i|j\rangle=P\,\delta_{ij}.
\]

The phase of \(S\) is chosen so that \(P\) is real. Strain lowers this symmetry; the model keeps the unstrained \(P\). If \(w\) is the probability of finding the state in \(Z\), the rest, \(1-w\), is shared equally by \(X\) and \(Y\). Therefore

\[
S_z=wP^2,\qquad S_x=S_y=\tfrac12(1-w)P^2,\qquad R=\frac{2w}{1-w}.
\]

Raising \(R\) means moving weight from the in-plane orbitals into \(Z\).

## First derivation: interference of two states

At zero strain the eigenvectors of \(H\) are

\[
|\mathrm{LH}\rangle=\sqrt{\tfrac23}\,Z\uparrow+\sqrt{\tfrac13}\,|{+1}\rangle\downarrow,\qquad
|\mathrm{SO}\rangle=\sqrt{\tfrac13}\,Z\uparrow-\sqrt{\tfrac23}\,|{+1}\rangle\downarrow ,
\]

as acting with \(H\) confirms, with eigenvalues \(\Delta/3\) and \(-2\Delta/3\). The light-hole state has \(w=2/3\), so its strengths are \(2P^2/3\) along \(z\) and \(P^2/6\) along \(x\). This is the unmixed ratio of four.

The strain operator is diagonal in the orbitals, with entries \(2s\) and \(-s\). Between the states above it gives

\[
\langle \mathrm{LH}|H_s|\mathrm{LH}\rangle=\tfrac23(2s)+\tfrac13(-s)=s,\qquad
\langle \mathrm{SO}|H_s|\mathrm{SO}\rangle=\tfrac13(2s)+\tfrac23(-s)=0,
\]
\[
\langle \mathrm{LH}|H_s|\mathrm{SO}\rangle=\tfrac{\sqrt2}{3}(2s)-\tfrac{\sqrt2}{3}(-s)=\sqrt2\,s .
\]

In the basis \((\mathrm{LH},\mathrm{SO})\), then,

\[
H=\begin{pmatrix}\Delta/3+s&\sqrt2 s\\ \sqrt2 s&-2\Delta/3\end{pmatrix}.
\]

Write the upper eigenstate as \(\cos\varphi\,|\mathrm{LH}\rangle+\sin\varphi\,|\mathrm{SO}\rangle\). The diagonal entries differ by \(\Delta+s\), so

\[
\tan2\varphi=\frac{2\sqrt2\,s}{\Delta+s}.
\]

For \(s>0\) the coupling is positive, and the upper state is the one with \(\varphi>0\). Its two orbital amplitudes are

\[
A_Z=\sqrt{\tfrac23}\cos\varphi+\sqrt{\tfrac13}\sin\varphi,\qquad
A_{+}=\sqrt{\tfrac13}\cos\varphi-\sqrt{\tfrac23}\sin\varphi .
\]

The admixture adds to the \(Z\) amplitude and subtracts from the in-plane one. Since \(R=2A_Z^2/A_+^2\), dividing both amplitudes by \(\cos\varphi/\sqrt3\) gives, with \(t=\tan\varphi\),

\[
R=2\left[\frac{\sqrt2+t}{1-\sqrt2\,t}\right]^2 .
\]

As \(s\) runs from zero to infinity, \(\tan2\varphi\) rises from \(0\) towards \(2\sqrt2\), and \(t\) from \(0\) towards \(1/\sqrt2\). The denominator stays positive while it shrinks, and the numerator grows. Hence \(R>4\).

To reach the closed form, let \(D=\sqrt{1+2x+9x^2}\). The splitting of the two levels is \(\sqrt{(\Delta+s)^2+8s^2}=\Delta D\), so the upper level lies \(\tfrac12[\Delta D-(\Delta+s)]\) above the diagonal energy of LH. The first row of the eigenvalue equation says that this distance equals \(\sqrt2\,s\,t\). Thus

\[
t=\frac{D-1-x}{2\sqrt2\,x},\qquad
\sqrt2+t=\frac{D+3x-1}{2\sqrt2\,x},\qquad
1-\sqrt2\,t=\frac{1+3x-D}{2x},
\]

and therefore

\[
R=\left[\frac{D+3x-1}{1+3x-D}\right]^2 .
\]

Multiply numerator and denominator by \(1+3x+D\). The denominator becomes \((1+3x)^2-D^2=4x\). The numerator becomes \((D+3x)^2-1=2x+18x^2+6xD\). Their quotient is \((1+9x+3D)/2\), and its square is the stated result.

**Why a small admixture matters.** At small strain \(t\simeq\sqrt2\,x\), and the squared amplitudes give to first order

\[
S_z\simeq\tfrac23P^2(1+2x),\qquad S_x\simeq\tfrac16P^2(1-4x).
\]

The ratio is then \(4(1+6x)\). The strengths change in first order, while the split-off probability \(\sin^2\varphi\simeq2x^2\) is of second order. The relative phase is essential: the split-off state alone has equal strengths, \(P^2/3\) along each axis, so an incoherent mixture would lower the ratio below four.

## Second derivation: the slope of the level

This route needs no eigenvector. In the orbital basis the secular equation is

\[
(2s-E)\left(-s-\tfrac{\Delta}{3}-E\right)-\tfrac{2\Delta^2}{9}=0,
\]

or, multiplied out,

\[
E^2-\left(s-\tfrac{\Delta}{3}\right)E-2s^2-\tfrac23s\Delta-\tfrac29\Delta^2=0 .
\]

Its discriminant is \((s-\Delta/3)^2+8s^2+\tfrac83s\Delta+\tfrac89\Delta^2=\Delta^2+2s\Delta+9s^2\). The upper root is

\[
E=\tfrac12\left(s-\tfrac{\Delta}{3}\right)+\tfrac12\sqrt{\Delta^2+2s\Delta+9s^2}.
\]

The strain enters \(H\) linearly, as \(s\) times an operator that equals \(2\) on \(Z\) and \(-1\) on \(X\) and \(Y\). For a normalized eigenstate, the Hellmann–Feynman theorem equates the slope of the level to the mean of that operator:

\[
\left.\frac{\partial E}{\partial s}\right|_{\Delta}=2w-(1-w)=3w-1 .
\]

The Kramers degeneracy causes no difficulty, because the two partners lie in separate \(J_z\) sectors. Differentiating the root,

\[
\frac{\partial E}{\partial s}=\frac12+\frac{1+9x}{2D},\qquad
w=\frac12+\frac{1+9x}{6D}.
\]

Inserting \(w\) in \(R=2w/(1-w)\) gives

\[
R=2\,\frac{3D+1+9x}{3D-1-9x}
=2\,\frac{(3D+1+9x)^2}{9D^2-(1+9x)^2}.
\]

The last denominator is \(9+18x+81x^2-1-18x-81x^2=8\), which gives the stated formula again.

The inequality can also be read from the curvature,

\[
\frac{\partial^2E}{\partial s^2}=\frac{9D^2-(1+9x)^2}{2\Delta D^3}=\frac{4}{\Delta D^3}>0 .
\]

Without the split-off coupling the level would be the straight line \(\Delta/3+s\), with slope 1, \(w=2/3\) and \(R=4\). The coupling repels the level upwards and bends it, so its slope exceeds 1 for \(s>0\). Weight then moves into \(Z\).

## Limits and sign of the strain

For small \(x\), \(D=1+x+4x^2+\dots\), so the bracket in \(R\) is \(4+12x+12x^2+\dots\) and

\[
R=4+24x+60x^2+\dots
\]

For large \(x\), \(D\simeq3x\) and \(R\simeq81x^2\): the spin-orbit coupling becomes a small perturbation on a nearly pure \(Z\) state. In the opposite limit, \(\Delta\to\infty\) at fixed \(s\), the split-off state is out of reach and \(R\to4\).

The claim concerns the top band, so the order of levels matters:

\[
E-E_{hh}=\tfrac12\left(3s-\Delta+\Delta D\right).
\]

For \(s>0\), \(D>1\) and this is positive. For \(s<0\), comparing squares gives \((\Delta D)^2-(\Delta-3s)^2=8s\Delta<0\), so the heavy hole is on top. It has no \(z\) strength at the zone centre. At \(s=0\) the top level is fourfold and its average strength is isotropic. The value 4 is therefore a limit from the tensile side.

## Worked example

Take 1% in-plane tension with rough typical parameters: \(C_{11}=128\) GPa, \(C_{12}=48\) GPa, \(b=-2.5\) eV and \(\Delta=0.29\) eV. Then \(e_{zz}=-2(48/128)(1\%)=-0.75\%\), and

\[
s=(-2.5\ \mathrm{eV})(-0.0175)=43.75\ \mathrm{meV},\qquad x=43.75/290=0.151 .
\]

The coupling \(\sqrt2\,s\) is 61.9 meV, so \(\tan2\varphi=123.7/333.75=0.371\), which gives \(\varphi=10.2^\circ\) and \(t=0.179\). The first derivation yields

\[
R=2\left[\frac{1.414+0.179}{1-0.254}\right]^2\simeq9.1 .
\]

For the second, \(D=1.227\) and \(w=0.5+2.358/(6\times1.227)=0.820\). The strengths are \(0.820P^2\) along \(z\) and \(0.090P^2\) along \(x\), against \(0.667P^2\) and \(0.167P^2\) without mixing. The ratio has more than doubled although the split-off weight is 3.1%. Adding the strengths of the two states in that proportion without interference would give about 3.8.

The first-order series gives 7.6, which is 16% below the full value; the quadratic term brings it to 9.0. At 0.2% strain the formula gives \(R=4.8\), and at 2% it gives 17.6.

## Beside real germanium layers

A strain of 0.2% is roughly that of germanium grown on silicon; 1% is in the range sought with nitride stressors. With a rough unstrained direct gap of 0.80 eV and a gap deformation potential of \(-9\) eV, the 1% layer has a direct gap of about 0.63 eV, or a wavelength near 2.0 µm. Germanium also has indirect \(L\) valleys, which do not enter this ratio of direct transitions. One assumption that matters in a device is that a single band at \(k=0\) emits. A six-band average at 300 K, with thermal electrons of mass \(0.04m_0\) and a pure \(S\) conduction state, gives 8.5 for the top band and 7.7 for all valence bands together. With the hole Fermi level 50 meV inside the band, the latter falls to 5.5. At 0.2% strain the thermal ratio for all bands is 1.7, far below the single-band 4.8.

The heavy holes account for much of these reductions. They lie 98.6 meV below the top level at 1% strain, and each has strength \(P^2/2\) along \(x\) and none along \(z\). At the zone centre their occupation relative to the top level is \(e^{-98.6/25.85}=0.022\) for dilute holes, and 0.15 for the degenerate case. Adding this emission to the \(x\) strength gives ratios of 8.1 and 4.95, against the full averages of 7.7 and 5.5; the differences come from finite wave vectors. At 0.2% the separation is about \(2s=17.5\) meV, less than \(kT\), and both bands emit.

Other uncertainties remain at 1%. Varying \(b\) from \(-2.2\) to \(-2.9\) eV moves \(R\) from 8.3 to 10.2, and the thermal ratio for all bands from 6.7 to 9.2. Values of \(b\) near \(-1.9\) eV have also been reported, and would give \(R=7.6\). Scaling \(P\) with the deformed coordinates multiplies \(R\) by \([(1-e_{zz})/(1-e)]^2\), an increase of 3.6%. This is only the kinematic part, because strain also changes the cell-periodic functions. A local empirical-pseudopotential estimate that includes both gives a net decrease of 3 to 5%, so the correction is a few per cent and its sign is not fixed by the scaling argument. Lowest-order perturbation theory puts the valence admixture in the conduction state at thermal wave vectors at 10% in probability. It assigns the smallest gap to every valence band, which makes it larger than the same lowest-order sum taken with each band's own gap. The effect of the admixture on the ratio is not included in the averages above. An eight-band model with a Kane energy between 21 and 26 eV lowers 7.7 to about 7.5 and 5.5 to about 5.4. The numerical output below lists the six-band averages, the values of \(R\) for \(b=-2.2\) and \(-2.9\) eV, the 3.6% and the 10%.

## What each derivation assumes

Both derivations use the same physical model: a state at \(k=0\), no shear strain, a strain shift linear in \(e\), spin-orbit coupling of the form \(\mathbf L\cdot\mathbf S\), and one \(P\) for all directions. If strain makes the matrix elements unequal, both results are multiplied by \((P_z/P_x)^2\).

They differ in what must be known about the state. The first needs the coupling between the light-hole and split-off states, including its sign relative to their orbital amplitudes. In return it shows the cause of the effect, which is constructive interference along \(z\) and destructive interference in the plane.

The second needs the energy as a function of \(s\), together with two facts about weights: they sum to one, and \(X\) and \(Y\) share equally. It needs no phases, but its derivative must be taken at fixed \(\Delta\). If \(\Delta\) itself changed with strain, the slope of the actual level would contain an extra term from that change and would no longer equal \(3w-1\). The first derivation would still hold, with \(\Delta\) given its value in the strained crystal, provided the coupling keeps the isotropic form \(\mathbf L\cdot\mathbf S\). Symmetry also allows an anisotropic term, \(-3b_2\sum_i e_{ii}\left(L_i\sigma_i-\tfrac13\mathbf L\cdot\boldsymbol\sigma\right)\), which neither derivation includes. With the linear splitting of light and heavy holes held fixed, \(b_2=-0.1\) or \(+0.1\) eV moves \(R\) at 1% strain from 9.1 to 8.2 or 10.1.

Shear strain, or finite \(k\) in any direction other than \(z\), in general brings in the heavy holes. The two-state rotation then no longer suffices. The slope argument can be extended within the valence-band model by shifting each orbital energy separately: the pair-averaged weight of an orbital is the derivative of the level with respect to that orbital's energy. \(X\) and \(Y\) must then be treated separately, since their weights need not be equal.

## Numbers as computed

```
INPUTS (rough typical Ge values)
C11, C12 = 128, 48 GPa
b = -2.50 eV, Delta = 0.29 eV
unstrained direct gap = 0.80 eV, gap potential = -9.0 eV
Luttinger parameters = 13.4, 4.2, 5.7
conduction mass = 0.04 m0, Kane energy = 26 eV
temperature = 300 K, kT = 25.85 meV
EXAMPLE AT ZONE CENTRE
in-plane strain = 1.00 %, normal = -0.75 %
s = 43.75 meV, x = s/Delta = 0.1509
light-hole/split-off coupling = 61.87 meV
mixing angle = 10.17 deg, tan = 0.1794
split-off weight = 3.12 %
top level = 151.52 meV
heavy-hole level = 52.92 meV
top minus heavy-hole = 98.60 meV
unmixed strengths z, x = 0.6667, 0.1667 P^2
mixed strengths z, x = 0.8202, 0.0899 P^2
ratio unmixed = 4.000, mixed R = 9.120
series 4+24x = 7.621, with 60x^2 = 8.986
strained direct gap = 0.633 eV, wavelength = 1960 nm
STRAIN TABLE: strain %, x, split-off weight %, R, all bands at 300 K
0.2  0.0302  0.17  4.780  1.73
0.5  0.0754  0.96  6.170  3.51
1.0  0.1509  3.12  9.120  7.73
2.0  0.3017  8.19  17.578  17.19
NEGLECTED EFFECTS AT 1 % STRAIN
R for b = -2.2 eV: 8.34
R for b = -2.9 eV: 10.24
strain dependence of P: R changes by 3.6 %
thermal ratio, top band only = 8.5
thermal ratio, all valence bands = 7.73
same, hole level 50 meV inside band = 5.54
valence admixture in conduction band, estimate = 10 %
```
